# Intrinsic spin Hall effect of a hole gas with triple winding: a numerical check

```python
"""
Intrinsic spin Hall conductivity of a k-cubic Rashba hole gas.

Result under test (hbar = 1, hole charge +e, spin S_z = 3/2 sigma_z):
  H = k^2/2m + b.sigma, |b| = lam k^3, field angle = 3 theta - pi/2
  sigma_xy = 9e/(8 pi) * [1 + (k_out - k_in)^2/(k_in k_out)]
where k_in, k_out are the Fermi wavevectors of the upper and lower branch,
sigma_xy is the spin current along x per electric field along y.
Point scatterers add no ladder correction when the field winds three times,
while for a field that winds once the ladder cancels the bubble.

Model units in the tests: m = 1, Fermi energy 1/2, so k_F = 1.
eta = 1/(2 tau) is the level half-width, Delta = 2|b| the branch splitting.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp, trapezoid
from scipy.optimize import brentq
from scipy.special import expit

SIGMA_0 = 9 / (8 * np.pi)
SZ = np.diag([1.0, -1.0]).astype(complex)


def make_field(lam, winding, power, warp=0.0):
    """Return F = b_x + i b_y; warp adds a fourfold-allowed winding -1 part."""
    def field(kx, ky):
        k = np.hypot(kx, ky)
        phase = (kx + 1j * ky) / k
        return -1j * lam * k**power * (phase**winding + warp / phase)
    return field


def fermi_wavevectors(energy, lam, c):
    """Roots of c k^2 +- lam k^3 = energy (c = hbar^2/2m)."""
    k0 = np.sqrt(energy / c)
    k_turn = 2 * c / (3 * lam)
    k_in = brentq(lambda k: c * k**2 + lam * k**3 - energy, 0, k0,
                  xtol=1e-15)
    k_out = brentq(lambda k: c * k**2 - lam * k**3 - energy, k0, k_turn,
                   xtol=1e-15)
    return k_in, k_out


# ---- 1. spin tilt of one hole, by integrating its precession in time ----
def tilt_from_dynamics(theta, e_field=1e-4, ramp=200.0):
    field = make_field(1.0, 3, 3)
    kx, ky_end = np.cos(theta), np.sin(theta)
    ky_start = ky_end - e_field * ramp / 2

    def rhs(t, s):
        moved = e_field * (t / 2 - ramp * np.sin(np.pi * t / ramp)
                           / (2 * np.pi))
        f = field(kx, ky_start + moved)
        bx, by = f.real, f.imag
        return [2 * by * s[2], -2 * bx * s[2], 2 * (bx * s[1] - by * s[0])]

    f0 = field(kx, ky_start)
    start = [f0.real / abs(f0), f0.imag / abs(f0), 0.0]
    sol = solve_ivp(rhs, (0, ramp), start, method="DOP853",
                    rtol=1e-10, atol=1e-13)
    return sol.y[2, -1] / e_field


tilt_numeric = tilt_from_dynamics(0.7)
tilt_formula = -3 * np.cos(0.7) / 2
assert abs(tilt_numeric / tilt_formula - 1) < 2e-3


# ---- 2. clean Kubo sum with numerical eigenvectors and velocities ----
def clean_kubo(lam):
    field = make_field(lam, 3, 3)

    def ham(kx, ky):
        f = field(kx, ky)
        e0 = (kx**2 + ky**2) / 2
        return np.array([[e0, np.conj(f)], [f, e0]])

    k_in, k_out = fermi_wavevectors(0.5, lam, 0.5)
    x, wx = np.polynomial.legendre.leggauss(16)
    radii = 0.5 * (k_out + k_in) + 0.5 * (k_out - k_in) * x
    weights = 0.5 * (k_out - k_in) * wx
    n_ang, h, total = 12, 1e-4, 0.0
    for k, w in zip(radii, weights):
        for th in (np.arange(n_ang) + 0.5) * 2 * np.pi / n_ang:
            kx, ky = k * np.cos(th), k * np.sin(th)
            vx = (ham(kx + h, ky) - ham(kx - h, ky)) / (2 * h)
            vy = (ham(kx, ky + h) - ham(kx, ky - h)) / (2 * h)
            spin_current = 0.75 * (SZ @ vx + vx @ SZ)
            en, u = np.linalg.eigh(ham(kx, ky))
            j = u.conj().T @ spin_current @ u
            v = u.conj().T @ vy @ u
            term = 2 * (j[0, 1] * v[1, 0]).imag / (en[1] - en[0])**2
            total += term * k * w * (2 * np.pi / n_ang) / (2 * np.pi)**2
    return total, k_in, k_out


clean_rows = []
for lam in (0.01, 0.05, 0.10):
    value, k_in, k_out = clean_kubo(lam)
    formula = SIGMA_0 * (1 + (k_out - k_in)**2 / (k_in * k_out))
    assert abs(value / formula - 1) < 1e-5
    clean_rows.append((lam, value, formula))
assert abs(clean_rows[0][1] / SIGMA_0 - 1) < 1e-3


# ---- 3. disorder: bubble and full ladder for point scatterers ----
def disorder_response(field, eta, n_ang=12, dk=1e-4, k_max=3.0):
    """Fermi-surface response to a y field of the current k_x sigma_z."""
    k = (np.arange(int(round(k_max / dk))) + 0.5) * dk
    w = k * dk * (2 * np.pi / n_ang) / (2 * np.pi)**2
    h = 1e-5
    rung = np.zeros((n_ang, 2, 2), complex)
    rung_rr = np.zeros((2, 2), complex)
    pair = np.zeros((4, 4), complex)
    closing = np.zeros((2, 2), complex)
    bubble, spectral = 0.0, 0.0
    for a in range(n_ang):
        th = (a + 0.5) * 2 * np.pi / n_ang
        kx, ky = k * np.cos(th), k * np.sin(th)
        f = field(kx, ky)
        df = (field(kx, ky + h) - field(kx, ky - h)) / (2 * h)
        b = np.abs(f)
        g_up = 1 / (0.5 - k**2 / 2 - b + 1j * eta)
        g_dn = 1 / (0.5 - k**2 / 2 + b + 1j * eta)
        g0, g1 = (g_up + g_dn) / 2, (g_up - g_dn) / 2
        G = np.empty((k.size, 2, 2), complex)
        G[:, 0, 0] = G[:, 1, 1] = g0
        G[:, 1, 0], G[:, 0, 1] = g1 * f / b, g1 * np.conj(f) / b
        v = np.empty_like(G)
        v[:, 0, 0] = v[:, 1, 1] = ky
        v[:, 1, 0], v[:, 0, 1] = df, np.conj(df)
        Gv = G @ v
        GvG = Gv @ G.conj().transpose(0, 2, 1)
        rung[a] = np.tensordot(w, GvG, axes=(0, 0))
        rung_rr += np.tensordot(w, Gv @ G, axes=(0, 0))
        flat = G.reshape(-1, 4)
        pair += (flat * w[:, None]).T @ flat.conj()
        for i, sign in enumerate((1, -1)):
            row = G[:, i, :]
            closing += sign * (row * (w * kx)[:, None]).T @ row.conj()
            bubble += sign * np.sum(w * kx * GvG[:, i, i]).real
        spectral += -np.sum(w * g0.imag)
    strength = eta / spectral          # self-consistent Born condition
    ladder_map = pair.reshape(2, 2, 2, 2).transpose(0, 2, 1, 3).reshape(4, 4)
    source = strength * rung.sum(axis=0).reshape(4)
    # The identity matrix is a null direction (particle conservation).
    vertex = np.linalg.lstsq(np.eye(4) - strength * ladder_map, source,
                             rcond=1e-9)[0].reshape(2, 2)
    ladder = np.sum(closing * vertex).real
    harmonics = strength * np.abs(np.fft.fft(rung[:, 1, 0]))
    return (bubble / (2 * np.pi), ladder / (2 * np.pi), harmonics,
            strength * np.abs(rung_rr).max())


lam_t, eta_t = 2.5e-3, 5e-4
dtau_t = lam_t / eta_t                 # Delta*tau = 2 lam / (2 eta)
life_t = dtau_t**2 / (1 + dtau_t**2)
case_rows, harmonic_rows = [], {}
for winding in (3, 1):
    for power in (3, 1):
        bub, lad, harm, rr = disorder_response(
            make_field(lam_t, winding, power), eta_t)
        unit = winding / (4 * np.pi)
        bub, lad = bub / unit, lad / unit
        assert abs(bub - life_t) < 5e-3
        if winding == 3:
            assert abs(lad) < 1e-6 and rr / lam_t < 1e-6
        else:
            # remainder is of order eta/E_F, with a logarithm
            assert abs(bub + lad) < 0.03
        case_rows.append((winding, power, bub, lad))
        if power == winding:
            harmonic_rows[winding] = harm[:6] / lam_t
assert harmonic_rows[3][0] < 1e-6
assert min(harmonic_rows[3][2], harmonic_rows[3][4]) > 0.1
assert harmonic_rows[1][0] > 0.1

# Broadening as large as the splitting halves the bubble.
bub_half = disorder_response(make_field(lam_t, 3, 3), lam_t)[0]
bub_half /= 3 / (4 * np.pi)
assert abs(bub_half - 0.5) < 5e-3

# Fermi-surface part at stronger splitting follows the density of states.
lam_s = 0.05
ki, ko = fermi_wavevectors(0.5, lam_s, 0.5)
surface_formula = 0.5 * (1 / (1 + 3 * lam_s * ki) + 1 / (1 - 3 * lam_s * ko))
surface_numeric = disorder_response(make_field(lam_s, 3, 3), 5e-4)[0]
surface_numeric /= 3 / (4 * np.pi)
assert abs(surface_numeric - surface_formula) < 2e-3
full_clean = 1 + (ko - ki)**2 / (ki * ko)

# ---- 4. worked example in eV and angstrom ----
hbar_eVs = const.hbar / const.e
mass, density, lam_x = 0.3, 2e-5, 100.0
width_tau, e_field = 3e-5, 1e-9        # hbar/tau in eV, field in V/angstrom
c_x = const.hbar**2 / (2 * mass * const.m_e * const.e) * 1e20


def density_at(energy):
    a, b = fermi_wavevectors(energy, lam_x, c_x)
    return (a**2 + b**2) / (4 * np.pi)


e_fermi = brentq(lambda e: density_at(e) - density, 1e-5, 1e-2, xtol=1e-15)
kin_x, kout_x = fermi_wavevectors(e_fermi, lam_x, c_x)
k_f = np.sqrt(2 * np.pi * density)
split = 2 * lam_x * k_f**3
sigma_x = SIGMA_0 * (1 + (kout_x - kin_x)**2 / (kin_x * kout_x))
dtau_x = split / width_tau
life_x = dtau_x**2 / (1 + dtau_x**2)
tau = hbar_eVs / width_tau
mobility = const.e * tau / (mass * const.m_e) * 1e4
tilt_x = 3 * e_field / (k_f * split)
drift = e_field / width_tau
charge_equiv = 2 * const.e**2 / const.hbar * SIGMA_0

k_grid = np.linspace(0, 2 * c_x / (3 * lam_x), 40001)[1:]
e_up = c_x * k_grid**2 + lam_x * k_grid**3
e_lo = c_x * k_grid**2 - lam_x * k_grid**3


def sigma_thermal(temperature):
    kt = const.k * temperature / const.e

    def excess(mu):
        occ = expit((mu - e_up) / kt) + expit((mu - e_lo) / kt)
        return trapezoid(k_grid * occ, k_grid) / (2 * np.pi) - density

    mu = brentq(excess, -5e-3, 5e-3, xtol=1e-14)
    diff = expit((mu - e_lo) / kt) - expit((mu - e_up) / kt)
    return (9 * 2 * c_x / (16 * np.pi * lam_x)
            * trapezoid(diff / k_grid**2, k_grid))


assert abs(sigma_thermal(0.05) / sigma_x - 1) < 2e-3
sigma_1K, sigma_4K = sigma_thermal(1.0), sigma_thermal(4.2)

# Warped field at the Delta*tau of the example.
warp, lam_w = 0.2, 5e-3
plain = disorder_response(make_field(lam_w, 3, 3), lam_w / dtau_x)
warped = disorder_response(make_field(lam_w, 3, 3, warp), lam_w / dtau_x,
                           n_ang=32)
warp_change = (warped[0] + warped[1]) / (plain[0] + plain[1]) - 1
warp_ladder = warped[1] / plain[0]
assert abs(warp_change) < 0.02


# Light-hole weight: spherical Luttinger model in a hard-wall well.
def light_hole_weight(k, well, n_basis, gamma_ratio=3.0):
    g1, g2 = gamma_ratio, 1.0
    m = np.array([1.5, 0.5, -0.5, -1.5])
    jz = np.diag(m)
    raise_ = np.diag(np.sqrt(3.75 - m[1:] * (m[1:] + 1)), 1)
    jx = (raise_ + raise_.T) / 2
    n = np.arange(1, n_basis + 1)
    kz = np.zeros((n_basis, n_basis), complex)
    for i in n:
        for j in n:
            if (i + j) % 2:
                kz[i - 1, j - 1] = -4j * i * j / (well * (i**2 - j**2))
    kz2, one = np.diag((n * np.pi / well)**2), np.eye(n_basis)
    ham = (g1 + 2.5 * g2) * np.kron(k**2 * one + kz2, np.eye(4))
    ham = ham - 2 * g2 * (k**2 * np.kron(one, jx @ jx)
                          + k * np.kron(kz, jx @ jz + jz @ jx)
                          + np.kron(kz2, jz @ jz))
    vec = np.linalg.eigh(ham)[1][:, :2]
    prob = (np.abs(vec)**2).sum(axis=1).reshape(n_basis, 4).sum(axis=0) / 2
    return prob[1] + prob[2]


well_width = 100.0
lh_weight = light_hole_weight(k_f, well_width, 12)
lh_shift = lh_weight - light_hole_weight(k_f, well_width, 8)
assert abs(lh_shift) < 0.05 * lh_weight

# ---- printed numbers ----
print("MODEL UNITS (m = k_F = 1)")
print(f"9/(8 pi) = {SIGMA_0:.5f} e")
print(f"spin tilt/field: dynamics {tilt_numeric:.5f}, "
      f"formula {tilt_formula:.5f}")
for lam, value, formula in clean_rows:
    print(f"lam {lam:.2f}: Kubo sum {value:.5f} e, formula {formula:.5f} e")
print(f"disorder tests: lam {lam_t}, eta {eta_t}, Delta*tau {dtau_t:.2f}")
print(f"expected lifetime factor {life_t:.4f}")
print("bubble and ladder, in units of the clean weak-splitting value:")
for winding, power, bub, lad in case_rows:
    print(f" winding {winding}, field k^{power}: bubble {bub:.4f}, "
          f"ladder {lad:+.4f}, sum {bub + lad:+.4f}")
print("first-rung spin-flip harmonics 0..5, in units of lam:")
for winding in (3, 1):
    print(f" winding {winding}: "
          + " ".join(f"{x:.3f}" for x in harmonic_rows[winding]))
print(f"bubble at Delta*tau = 1: {bub_half:.4f}")
print(f"lam {lam_s}: surface part {surface_numeric:.4f}, "
      f"formula {surface_formula:.4f}, full clean {full_clean:.4f}")
print("EXAMPLE")
print(f"mass {mass} m_e, lam {lam_x:.0f} eV A^3")
print(f"density {density:.1e} A^-2 = {density * 1e16:.1e} cm^-2")
print(f"k_F {k_f:.5f} 1/A, k_in {kin_x:.5f} 1/A, k_out {kout_x:.5f} 1/A")
print(f"Fermi energy {e_fermi:.3e} eV, splitting {split:.3e} eV")
print(f"splitting/Fermi energy {split / e_fermi:.3f}")
print(f"clean sigma_xy {sigma_x:.4f} e, ratio to 9e/8pi "
      f"{sigma_x / SIGMA_0:.4f}")
print(f"(2e/hbar)*9e/8pi = {charge_equiv:.3e} S")
print(f"hbar/tau {width_tau:.1e} eV, mobility {mobility:.2e} cm^2/Vs")
print(f"Delta*tau {dtau_x:.2f}, lifetime factor {life_x:.4f}")
print(f"field {e_field:.1e} V/A = {e_field * 1e8:.2f} V/cm")
print(f"largest spin tilt {tilt_x:.2e}")
print(f"spin current 9eE/8pi = {SIGMA_0 * e_field:.3e} eV/A")
print(f"drift of Fermi circles {drift:.2e} 1/A, "
      f"over k_out-k_in {drift / (kout_x - kin_x):.3f}")
print(f"clean sigma_xy at 1 K {sigma_1K:.4f} e, at 4.2 K {sigma_4K:.4f} e")
print(f"warping {warp}: relative change {warp_change:+.1e}, "
      f"ladder part {warp_ladder:+.1e}")
print(f"well {well_width:.0f} A, Luttinger ratio gamma1/gamma2 = 3:")
print(f" light-hole weight {lh_weight:.4f}, basis 8 to 12 shift "
      f"{lh_shift:+.1e}")
print("all tests passed")
```

It prints:

```
MODEL UNITS (m = k_F = 1)
9/(8 pi) = 0.35810 e
spin tilt/field: dynamics -1.14731, formula -1.14726
lam 0.01: Kubo sum 0.35824 e, formula 0.35824 e
lam 0.05: Kubo sum 0.36179 e, formula 0.36179 e
lam 0.10: Kubo sum 0.37448 e, formula 0.37448 e
disorder tests: lam 0.0025, eta 0.0005, Delta*tau 5.00
expected lifetime factor 0.9615
bubble and ladder, in units of the clean weak-splitting value:
 winding 3, field k^3: bubble 0.9616, ladder +0.0000, sum +0.9616
 winding 3, field k^1: bubble 0.9615, ladder -0.0000, sum +0.9615
 winding 1, field k^3: bubble 0.9616, ladder -0.9607, sum +0.0009
 winding 1, field k^1: bubble 0.9615, ladder -0.9614, sum +0.0001
first-rung spin-flip harmonics 0..5, in units of lam:
 winding 3: 0.000 0.000 0.442 0.000 0.558 0.000
 winding 1: 0.481 0.000 0.519 0.000 0.000 0.000
bubble at Delta*tau = 1: 0.5001
lam 0.05: surface part 1.0315, formula 1.0316, full clean 1.0103
EXAMPLE
mass 0.3 m_e, lam 100 eV A^3
density 2.0e-05 A^-2 = 2.0e+11 cm^-2
k_F 0.01121 1/A, k_in 0.01070 1/A, k_out 0.01170 1/A
Fermi energy 1.577e-03 eV, splitting 2.817e-04 eV
splitting/Fermi energy 0.179
clean sigma_xy 0.3609 e, ratio to 9e/8pi 1.0079
(2e/hbar)*9e/8pi = 1.743e-04 S
hbar/tau 3.0e-05 eV, mobility 1.29e+05 cm^2/Vs
Delta*tau 9.39, lifetime factor 0.9888
field 1.0e-09 V/A = 0.10 V/cm
largest spin tilt 9.50e-04
spin current 9eE/8pi = 3.581e-10 eV/A
drift of Fermi circles 3.33e-05 1/A, over k_out-k_in 0.034
clean sigma_xy at 1 K 0.3609 e, at 4.2 K 0.3563 e
warping 0.2: relative change -1.3e-03, ladder part -1.7e-04
well 100 A, Luttinger ratio gamma1/gamma2 = 3:
 light-hole weight 0.0071, basis 8 to 12 shift +1.6e-06
all tests passed
```
